# Counterpoise-corrected dimerisation energy of AlH3 with separate monomer deformation

Take the aluminium hydride dimer Al2H6 and ask how strongly its two halves are bound. At one level of theory, MP2 in the def2-TZVP basis, two reasonable subtractions give very different answers. Subtracting two free AlH3 molecules from the dimer gives $-1.60$ eV. Subtracting its two halves, each computed in place with all the basis functions of the dimer, gives $-2.53$ eV. The gap of 0.93 eV is more than half of the first number. It contains two effects of opposite sign, one physical and one an artefact of the basis, and a sound scheme has to keep the first and remove the second.

## The quantity and the direct subtraction

The electronic dimerisation energy is the energy change of

$$2\,\mathrm{AlH_3}\rightarrow \mathrm{Al_2H_6}$$

with the nuclei at rest, each molecule in its own equilibrium structure. A negative value means binding. Zero-point and thermal energies are outside this definition.

Let $D$ be the energy of the dimer and $R$ that of one relaxed monomer, each in the basis carried by its own atoms. The direct result is

$$\Delta E_{\rm raw}=D-2R .$$

Using $2R$ for the separated pair presumes that the method is size-consistent. For closed-shell fragments far apart, Hartree-Fock (RHF) is: the determinant is built from orbitals on one fragment or the other, and the interaction of the neutral charge clouds dies out. For MP2, write $(ia|jb)$ for the Coulomb interaction of the orbital products $ia$ and $jb$, where $i,j$ are occupied and $a,b$ empty. The second-order energy is

$$E_2=\sum_{ijab}\frac{(ia|jb)\,[\,2(ia|jb)-(ib|ja)\,]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

For identical fragments far apart, the orbitals come in pairs of equal energy. Mixing the two orbitals of a pair leaves $E_2$ unchanged, so each orbital can be chosen to sit on one fragment. If $i$ and $a$ sit on different fragments, their product vanishes. If $ia$ sits on one fragment and $jb$ on the other, two clouds without net charge interact, and the integral falls at least as the inverse cube of the distance. What survives is the sum of the two fragment energies. In the small STO-3G basis, with two relaxed monomers 60 bohr apart, the pair energy differs from $2R$ by at most $1.8\times10^{-7}$ hartree for RHF and MP2.

The reference is therefore sound, but the subtraction is still uneven. In the dimer, the electrons of one half can use functions centred on the other half. In the free monomer those functions are absent. Part of the computed binding is then a better description of each half and has nothing to do with their interaction. This is the basis-set superposition error.

## First repair, and what it breaks

The counterpoise remedy gives each half the full dimer basis. The atoms of the partner are replaced by ghosts, which carry basis functions but no nuclear charge and no electrons. Let $G$ be the energy of one half at its dimer geometry with these ghosts. Then

$$E_{\rm int}=D-2G .$$

All three energies behind this expression use the same functions, so the imbalance is gone. But $E_{\rm int}$ is not the dimerisation energy, because its reference is a pair of distorted molecules.

The distortion is large. With RHF in the def2-SV(P) basis, free AlH3 is planar with three bonds of 1.584 Å. In the dimer each half keeps two terminal bonds of 1.576 Å, but its bridging bond is 1.740 Å, longer by 0.156 Å or about 10%. The bridging bond is also bent out of the plane of the AlH2 group. Half the Al-Al distance is $2.632/2=1.316$ Å, so the bridging hydrogen lies

$$\sqrt{1.740^2-1.316^2}\approx1.14\ \text{Å}$$

above the Al-Al axis, and the angle out of the plane is $\arctan(1.14/1.316)\approx41^\circ$. Making this shape from a free molecule costs energy, and $E_{\rm int}$ leaves that cost out.

One might try to repair this by putting relaxed monomers into the ghost calculation. That is not well defined: a free monomer has no partner, so nothing says where the ghosts should stand. The cost of distortion has to be found separately.

## Second repair, and the basis it needs

Let $F$ be the energy of one half at its dimer geometry, now in its own basis without ghosts. The deformation energy of both monomers is

$$E_{\rm def}=2(F-R).$$

The choice of $F$ matters. Suppose the ghost energy $G$, already at hand, were used in its place. The total would be

$$(D-2G)+2(G-R)=D-2R=\Delta E_{\rm raw}.$$

The ghost energies cancel, and the whole correction with them. The deformation energy must compare two geometries in one basis, and the monomer's own basis is the one that both geometries possess. The scheme is therefore

$$\Delta E_{\rm CP}=\underbrace{D-2G}_{E_{\rm int}}+\underbrace{2(F-R)}_{E_{\rm def}} .$$

Subtracting $\Delta E_{\rm raw}=D-2R$ shows what has been changed:

$$\delta=\Delta E_{\rm CP}-\Delta E_{\rm raw}=(D-2G+2F-2R)-(D-2R)=2(F-G).$$

The correction is the energy that the halves gain from empty ghost functions, at fixed geometry. The opening puzzle follows from the same symbols. The interaction energy lies below the direct result by

$$\Delta E_{\rm raw}-E_{\rm int}=2(G-R)=2(F-R)-2(F-G)=E_{\rm def}-\delta .$$

With the MP2/def2-TZVP values this is $1.02-0.09=0.93$ eV.

For two different monomers A and B, each factor of two becomes a sum over A and B. If the monomers are single atoms, there is nothing to deform, $E_{\rm def}=0$, and the interaction energy is the whole answer.

## What is known about the correction

For Hartree-Fock the sign of $\delta$ is fixed. Every determinant that can be formed in the fragment's own basis can also be formed in the larger basis with ghosts. The minimum over the larger set cannot be higher, so $G\le F$ and $\delta\ge0$. This assumes that both calculations reach the lowest determinant and that the two-electron integrals are not approximated.

The argument does not carry over to MP2, whose total energy is not the expectation value of the Hamiltonian in a trial function. In this example the MP2 correction is also positive, but that is a computed outcome.

Two limits show that $\delta$ measures a defect of the basis. If the fragment's own basis were complete, ghosts could add nothing, so $F=G$ and $\delta=0$. If the ghosts are far away, their functions do not reach the electrons, and again $F=G$. At 60 bohr in STO-3G, ghosts change the monomer energy by $8.5\times10^{-14}$ hartree.

The correction also depends on how the dimer is cut. Here each half is a neutral AlH3 with one of the two bridging hydrogens. Giving each aluminium the other bridging hydrogen produces a mirror image and the same numbers. A cut into $\mathrm{AlH_2^+}$ and $\mathrm{AlH_4^-}$ would give different ghost energies and a different $\delta$, and it would need the energy of making the ions from two AlH3. The neutral cut matches the reaction considered here.

## The procedure

**1. Structures.** The dimer is taken with $D_{2h}$ symmetry and described by four lengths; the monomer has $D_{3h}$ symmetry and one length. The Cartesian coordinates are linear in these parameters, $\mathbf R=M\mathbf p$, so the chain rule gives

$$\frac{\partial E}{\partial\mathbf p}=M^{T}\mathbf g,\qquad \mathbf g=\frac{\partial E}{\partial\mathbf R}.$$

Near a minimum with curvature matrix $B$, the slope after a step $\Delta\mathbf p$ is $M^T\mathbf g+B\,\Delta\mathbf p$. Setting it to zero gives $\Delta\mathbf p=-B^{-1}M^T\mathbf g$. The step is repeated, with $B$ improved from the observed changes of slope, until every component of $M^T\mathbf g$ is below $3\times10^{-4}$ hartree/bohr.

**2. Dimer.** Compute $D$.

**3. One half with ghosts.** Compute $G$. The basis functions are those of step 2, so the two-electron integrals are the same and can be reused. What changes is the attraction to the nuclei and the number of electrons. Inversion through the centre of the dimer exchanges the halves, so one calculation serves for both. A separate run for the other half, with fresh integrals, agrees to $2.3\times10^{-13}$ hartree in RHF/def2-SV(P).

**4. One half without ghosts, and one relaxed monomer.** Compute $F$ and $R$, and combine the four energies.

The deformation energy can be checked without subtracting total energies. Join the relaxed structure $\mathbf R_0$ to the distorted one $\mathbf R_1$ by the straight path $\mathbf R(s)=\mathbf R_0+s(\mathbf R_1-\mathbf R_0)$. Since $dE/ds=\mathbf g\cdot(\mathbf R_1-\mathbf R_0)$,

$$F-R=\int_0^1\mathbf g(\mathbf R(s))\cdot(\mathbf R_1-\mathbf R_0)\,ds .$$

This is the work done against the forces. Five quadrature points in RHF/def2-SV(P) give 0.54016 eV for one monomer, and the direct difference gives the same to all five decimals.

## The numbers

The structures come from RHF/def2-SV(P), which is def2-SVP without p functions on hydrogen, and they are held fixed in all energy comparisons. MP2 leaves the aluminium core orbitals (1s, 2s, 2p) uncorrelated. The def2-TZVP energies use density fitting, an expansion of orbital products in an auxiliary basis. In def2-SV(P), fitting changes $\Delta E_{\rm raw}$ by at most 0.00075 eV. The same auxiliary basis, built for Coulomb and exchange terms, also serves for MP2, and there it is less accurate. With unfitted integrals in def2-TZVP the RHF values move by less than 0.001 eV, but the MP2 values become $E_{\rm int}=-2.534$, $\Delta E_{\rm CP}=-1.514$, $\Delta E_{\rm raw}=-1.595$ and $\delta=0.081$ eV. The third decimal of the fitted MP2 values is therefore not reliable, and the fitted $\delta$ is too large by about 0.007 eV.

The four MP2/def2-TZVP energies, in hartree, are

$$\begin{aligned}D&=-487.509722, & G&=-243.708343,\\ F&=-243.706724, & R&=-243.725476.\end{aligned}$$

From them,

$$\begin{aligned}
E_{\rm int}&=-487.509722+487.416686=-0.093036,\\
E_{\rm def}&=2\times0.018752=0.037504,\\
\Delta E_{\rm CP}&=-0.093036+0.037504=-0.055532 .
\end{aligned}$$

With 27.2114 eV per hartree, this is $-2.53+1.02=-1.51$ eV, or $-146$ kJ/mol. The correction is $\delta=2\times0.001619=0.003238$ hartree, or 0.09 eV (0.08 eV without density fitting).

The two bases compare as follows, in eV:

| | RHF, SV(P) | MP2, SV(P) | RHF, TZVP | MP2, TZVP |
|---|---|---|---|---|
| $E_{\rm int}$ | −2.251 | −2.298 | −2.300 | −2.532 |
| $E_{\rm def}$ | 1.080 | 0.992 | 1.072 | 1.021 |
| $\Delta E_{\rm CP}$ | −1.171 | −1.306 | −1.228 | −1.511 |
| $\Delta E_{\rm raw}$ | −1.216 | −1.490 | −1.236 | −1.599 |
| $\delta$ | 0.045 | 0.183 | 0.008 | 0.088 |

The correction shrinks in the better basis, by a factor of about six for RHF and two for MP2. In def2-TZVP almost all of it comes from the correlation energy: $0.088-0.008\approx0.08$ eV, or about 0.07 eV with unfitted integrals. A likely reason is that correlation draws on empty orbitals, which the ghosts supply, while the occupied orbitals are already well described. The calculation does not separate these causes.

Correlation strengthens the binding by $1.511-1.228\approx0.28$ eV in def2-TZVP. Of this, 0.23 eV comes from the interaction and 0.05 eV from a cheaper deformation.

The table also shows what counterpoise does not do. With MP2, the corrected and direct values in def2-SV(P) span the range from $-1.31$ to $-1.49$ eV. In def2-TZVP they span $-1.51$ to $-1.60$ eV. The ranges do not overlap, so the gap between corrected and direct values is no error bar for the basis. The direct value in the small basis is even closer to both def2-TZVP results than the corrected one is. There, superposition error adds false binding while the poor basis misses real binding, and the two partly cancel. Counterpoise removes the first error, as defined by the ghost energies, and exposes the second; the corrected value is therefore not necessarily the one closer to the complete-basis result. What it offers is a balanced comparison, and the remaining incompleteness has to be reduced by a larger basis.

## How far the result can be trusted

Going from def2-SV(P) to def2-TZVP changes the corrected MP2 value by $-0.20$ eV. This is the size of a step already taken; the remaining step to a complete basis is not known from two points. The direct value moves the same way, by $-0.11$ eV, so $-1.51$ eV is a value for this basis, probably too weak a binding and not shown to be converged in its second decimal. Whether $-1.51$ or $-1.60$ eV lies closer to the basis limit is not settled here.

The treatment of correlation can be probed by weighting its parts. In spin-component-scaled MP2, the contribution of electron pairs with opposite spin is multiplied by 6/5 and that of pairs with equal spin by 1/3. This weakens the binding by 0.09 eV. The shift shows how sensitive the number is to the treatment of correlation, and is not a bound on the error.

The structures are stationary for RHF, not for MP2. If a structure is displaced by $\mathbf d$ from the MP2 minimum with curvature $K$, its energy is too high by about $\tfrac12\mathbf d^TK\mathbf d$. This raises $D$ and also $2R$, so the two errors partly cancel and the sign of the remainder is open. Its size was not computed. Correlation of the core electrons, relativity and anharmonic vibration are likewise left out and not sized.

The largest omission sized here is the motion of the nuclei. For an ideal gas of rigid, harmonic molecules at pressure $P$, the nuclear motion contributes to the free energy per molecule

$$g=\sum_k\left[\frac{\hbar\omega_k}{2}+k_BT\ln\!\left(1-e^{-\hbar\omega_k/k_BT}\right)\right]-k_BT\ln\!\left(\frac{k_BT}{P\Lambda^3}\,q_{\rm rot}\right),$$

where $\Lambda$ is the thermal wavelength, $k_BT/P$ the volume per molecule, and $q_{\rm rot}$ the rotational partition function divided by the symmetry number (6 for the monomer, 4 for the dimer). The change on dimerisation is $g(\mathrm{Al_2H_6})-2g(\mathrm{AlH_3})$.

The frequencies are rough values from RHF/STO-3G, taken at the minima of that level. All are real there, the lowest being 915 cm$^{-1}$ for the monomer and 317 cm$^{-1}$ for the dimer. For the def2-SV(P) structures themselves only stationarity was tested. Frequencies at this level tend to be too high (the lowest measured mode of AlH3 is near 700 cm$^{-1}$), so the second decimal of the nuclear terms is uncertain, and a shift of 0.03 eV changes the equilibrium ratio below by a factor of two. With these frequencies the zero-point energy alone weakens the binding by 0.24 eV. At 500 K and 1 Torr the full nuclear term is $+1.23$ eV, so that

$$\Delta G\approx-1.51+1.23=-0.28\ \text{eV}.$$

At equilibrium the partial pressures adjust until $\Delta G+k_BT\ln(p_DP/p_M^2)=0$, with $P=1$ Torr. Since $k_BT=0.0431$ eV,

$$\frac{p_D\,P}{p_M^2}=e^{0.284/0.0431}\approx730 .$$

For a total pressure of 1 Torr, $p_M+730\,p_M^2=1$ (in Torr) gives $p_M\approx0.04$ Torr: the model gas is mostly dimer. If the binding were weaker by 0.2 eV, the ratio would drop to about 7 and the monomer pressure would rise to about 0.3 Torr. An error that looks modest beside 1.5 eV can thus change the predicted composition strongly.

The temperature and pressure were chosen with atomic layer deposition in mind, and free AlH3 serves as a model precursor. A real one, trimethylaluminium, also forms bridged dimers, but with methyl bridges and weaker binding, roughly 0.9 eV as a measured enthalpy. Replacing hydrogen by methyl therefore moves the number by some tenths of an eV, though an enthalpy and an electronic energy are not strictly comparable. Aluminium hydride also decomposes on heating, and a flowing reactor need not reach gas-phase equilibrium. Among the effects sized here, the largest is the step from the electronic energy to the free energy: at 500 K and 1 Torr it moves the model's result from $-1.51$ to $-0.28$ eV. About 1 eV of this shift is the translational term, the cost of turning two free molecules into one, and it changes with temperature and pressure. The electronic dimerisation energy is thus one input to the question of which species reaches the surface, and does not settle it alone. The full set of values is in the numerical output below.

## Computed results

```
Vibrations, RHF/STO-3G
lowest vibration AlH3: 915 cm^-1
lowest vibration Al2H6: 317 cm^-1
Geometries, RHF/def2-SV(P)
AlH3 Al-H: 1.5838 angstrom
Al2H6 Al-Al: 2.6323 angstrom
Al2H6 Al-H bridge: 1.7395 angstrom
Al2H6 Al-H terminal: 1.5759 angstrom
terminal H-Al-H: 127.48 degree
Energy differences, def2-SV(P), eV: RHF, MP2
E_int: -2.2514, -2.2984
E_def (both): 1.0803, 0.9920
dE_CP: -1.1711, -1.3064
dE_raw: -1.2157, -1.4898
delta: 0.0446, 0.1834
Energy differences, def2-TZVP, eV: RHF, MP2
E_int: -2.3003, -2.5317
E_def (both): 1.0720, 1.0205
dE_CP: -1.2284, -1.5111
dE_raw: -1.2358, -1.5992
delta: 0.0075, 0.0881
Main result dE_CP MP2/def2-TZVP: -145.8 kJ/mol
Total energies, def2-TZVP, hartree: RHF, MP2
dimer: -487.328011, -487.509722
fragment + ghosts: -243.621737, -243.708343
fragment, own basis: -243.621600, -243.706724
relaxed monomer: -243.641297, -243.725476
Checks
RHF/def2-SV(P) deformation of one AlH3: 0.54016 eV
same from integrated forces: 0.54016 eV
difference of the two ghost runs: 2.3e-13 hartree
largest fitting error in dE_raw, def2-SV(P): 0.00075 eV
size-consistency gap, 60 bohr, STO-3G: 1.8e-07 hartree
ghost effect, 60 bohr, STO-3G: 8.5e-14 hartree
Effects left out of the main result
MP2 dE_CP, def2-TZVP minus def2-SV(P): -0.2048 eV
spin-scaled MP2 minus MP2, def2-TZVP: 0.0888 eV
zero-point change: 0.2398 eV
temperature: 500 K
pressure of each gas: 1 Torr
free-energy correction (with zero point): 1.2270 eV
dE_CP + correction: -0.2841 eV
```
